# Landau theory of a clamped (001) ferroelectric film: Pertsev's renormalised coefficients

## Result

A ferroelectric film with a cubic parent phase is held at equal in-plane strains \(u_1=u_2=u_m\), \(u_6=0\) by a thick cubic (001) substrate. Its energy per volume has the form

\[
\tilde G=a_1^*(P_1^2+P_2^2)+a_3^*P_3^2+a_{11}^*(P_1^4+P_2^4)+a_{33}^*P_3^4+a_{12}^*P_1^2P_2^2+a_{13}^*(P_1^2+P_2^2)P_3^2+G_6+\frac{u_m^2}{s_{11}+s_{12}},
\]

where \(G_6\) is the unchanged sextic part of the stress-free energy and

\[
a_1^*=a_1-\frac{Q_{11}+Q_{12}}{s_{11}+s_{12}}u_m,\qquad a_3^*=a_1-\frac{2Q_{12}}{s_{11}+s_{12}}u_m,
\]
\[
a_{11}^*=a_{11}+\frac{(Q_{11}^2+Q_{12}^2)s_{11}-2Q_{11}Q_{12}s_{12}}{2(s_{11}^2-s_{12}^2)},\qquad a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}},
\]
\[
a_{12}^*=a_{12}-\frac{(Q_{11}^2+Q_{12}^2)s_{12}-2Q_{11}Q_{12}s_{11}}{s_{11}^2-s_{12}^2}+\frac{Q_{44}^2}{2s_{44}},\qquad a_{13}^*=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s_{11}+s_{12}}.
\]

The misfit shifts the quadratic coefficients, and so the instability temperatures, linearly. Clamping changes the quartic coefficients even at \(u_m=0\). This can turn a first-order bulk transition into a second-order one, but not always; a sufficient condition, and the border for a jump along the normal when \(T_3>T_1\), are derived below.

## Assumptions and conventions

The film is a single domain between short-circuited electrodes, so \(E=0\) and there is no depolarising field. Surface and gradient energies, dislocations and fluctuations are left out. The free surface imposes \(\sigma_3=\sigma_4=\sigma_5=0\). Voigt notation is used with engineering shear, \(u_6=2u_{xy}\). The misfit is \(u_m=(b-a_0)/a_0\), with \(b\) the in-plane cell length imposed by the substrate and \(a_0\) that of the free cubic parent phase, extrapolated to the temperature considered.

The stress-free energy is

\[
L(P)=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)+G_6,
\]
\[
G_6=a_{111}\sum_iP_i^6+a_{112}\sum_iP_i^4\sum_{j\ne i}P_j^2+a_{123}P_1^2P_2^2P_3^2 .
\]

Here \(a_1=(T-\theta)/k\) with \(k=2\varepsilon_0C\). The factor 2 follows from \(E=\partial L/\partial P\simeq2a_1P\): the ratio \(P/E=1/(2a_1)\), which is the permittivity less \(\varepsilon_0\), is then \(\varepsilon_0C/(T-\theta)\), with \(C\) the Curie constant. The other coefficients are taken as independent of temperature.

## First case: polarisation along the normal

Let \(P=(0,0,P_3)\) and \(\sigma_1=\sigma_2=\sigma\), and write \(s_+=s_{11}+s_{12}\). The energy at given stress is

\[
G=L-s_+\sigma^2-2Q_{12}\sigma P_3^2 .
\]

At fixed temperature \(dG=E\,dP_3-2u_m\,d\sigma\), the factor 2 counting the two in-plane axes. The natural variable of \(G\) is therefore stress, whereas the substrate fixes strain. Adding \(2u_m\sigma\) exchanges the two:

\[
\tilde G=G+2u_m\sigma,\qquad d\tilde G=E\,dP_3+2\sigma\,du_m .
\]

At fixed \(u_m\) and \(E=0\), equilibrium is a minimum of \(\tilde G\) over \(P_3\).

The stress follows from \(2u_m=-\partial G/\partial\sigma=2s_+\sigma+2Q_{12}P_3^2\), so

\[
\sigma=\frac{u_m-Q_{12}P_3^2}{s_+}.
\]

Inserting \(u_m-Q_{12}P_3^2=s_+\sigma\),

\[
\tilde G=L-s_+\sigma^2+2\sigma(u_m-Q_{12}P_3^2)=L+s_+\sigma^2=L+\frac{(u_m-Q_{12}P_3^2)^2}{s_+}.
\]

The last term is the elastic cost of holding the film at \(u_m\) when its polarisation favours the in-plane strain \(Q_{12}P_3^2\). Expanding the square gives

\[
\tilde G=L+\frac{u_m^2}{s_+}-\frac{2Q_{12}u_m}{s_+}P_3^2+\frac{Q_{12}^2}{s_+}P_3^4 .
\]

The cross term gives \(a_3^*\), and the square of the spontaneous strain gives \(a_{33}^*\).

**Limit.** For \(s_+\to\infty\) the film is infinitely soft, clamping costs nothing, and \(\tilde G\to L\). For \(Q_{12}=0\) the polarisation along the normal does not feel the substrate, and only the constant \(u_m^2/s_+\) remains.

**What the transform contributes.** If \(\sigma(P_3,u_m)\) is inserted into \(G\) itself, the result is

\[
G=\tilde G-2u_m\sigma=L+\frac{(u_m-Q_{12}P_3^2)(-u_m-Q_{12}P_3^2)}{s_+}=L+\frac{Q_{12}^2P_3^4-u_m^2}{s_+}.
\]

The quartic change survives, but the misfit shift of \(a_1\) has vanished. Minimising this expression would predict a transition temperature that does not depend on the misfit. The equation of state can still be taken from \(G\), provided the derivative is taken at fixed stress before the stress is inserted:

\[
\left(\frac{\partial\tilde G}{\partial P_3}\right)_{u_m}=\left(\frac{\partial G}{\partial P_3}\right)_\sigma+\left(\frac{\partial G}{\partial\sigma}+2u_m\right)\frac{\partial\sigma}{\partial P_3}=\left(\frac{\partial G}{\partial P_3}\right)_\sigma ,
\]

because the bracket is zero.

## Generalisation to three components

Collect the clamped strains in \(u=(u_m,u_m,0)\), the conjugate stresses in \(\sigma=(\sigma_1,\sigma_2,\sigma_6)\), and the spontaneous strains in \(e=(e_1,e_2,e_6)\):

\[
e_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\quad e_2=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\quad e_6=Q_{44}P_1P_2 .
\]

With \(S\) the in-plane compliance block, \(G=L-\tfrac12\sigma^TS\sigma-\sigma^Te\). Then \(u=-\partial G/\partial\sigma=S\sigma+e\), and

\[
\tilde G=G+\sigma^Tu=L-\tfrac12\sigma^TS\sigma+\sigma^T(u-e)=L+\tfrac12v^TS^{-1}v,\qquad v=u-e .
\]

The last step uses \(S\sigma=v\). A stable crystal has positive definite \(S\), so the elastic term is never negative.

The normal-strain block of \(S\) has diagonal elements \(s_{11}\) and off-diagonal elements \(s_{12}\). Its eigenvectors are the sum and difference of the two axes, with eigenvalues \(s_+\) and \(s_-=s_{11}-s_{12}\). Hence

\[
\tfrac12v^TS^{-1}v=\frac{(v_1+v_2)^2}{4s_+}+\frac{(v_1-v_2)^2}{4s_-}+\frac{e_6^2}{2s_{44}} .
\]

Put \(q_\pm=Q_{11}\pm Q_{12}\). Then

\[
v_1+v_2=2u_m-q_+(P_1^2+P_2^2)-2Q_{12}P_3^2,\qquad v_1-v_2=-q_-(P_1^2-P_2^2).
\]

The misfit drops out of the difference, so it enters through the first square alone. The terms linear in \(u_m\) are

\[
-\frac{u_m}{s_+}\left[q_+(P_1^2+P_2^2)+2Q_{12}P_3^2\right],
\]

which give \(a_1^*\) and \(a_3^*\). The quartic terms are

\[
\frac{q_+^2(P_1^2+P_2^2)^2+4q_+Q_{12}(P_1^2+P_2^2)P_3^2+4Q_{12}^2P_3^4}{4s_+}+\frac{q_-^2(P_1^2-P_2^2)^2}{4s_-}+\frac{Q_{44}^2P_1^2P_2^2}{2s_{44}} .
\]

Reading off each monomial,

\[
a_{11}^*-a_{11}=\frac{q_+^2}{4s_+}+\frac{q_-^2}{4s_-},\qquad a_{12}^*-a_{12}=\frac{q_+^2}{2s_+}-\frac{q_-^2}{2s_-}+\frac{Q_{44}^2}{2s_{44}},
\]
\[
a_{33}^*-a_{11}=\frac{Q_{12}^2}{s_+},\qquad a_{13}^*-a_{12}=\frac{q_+Q_{12}}{s_+}.
\]

To recover the forms stated at the start, use \(q_\pm^2=Q_{11}^2+Q_{12}^2\pm2Q_{11}Q_{12}\), \(s_++s_-=2s_{11}\) and \(s_+-s_-=2s_{12}\):

\[
q_+^2s_-+q_-^2s_+=2(Q_{11}^2+Q_{12}^2)s_{11}-4Q_{11}Q_{12}s_{12},
\]
\[
q_+^2s_--q_-^2s_+=-2(Q_{11}^2+Q_{12}^2)s_{12}+4Q_{11}Q_{12}s_{11}.
\]

Division by \(4s_+s_-\) and \(2s_+s_-\) respectively, with \(s_+s_-=s_{11}^2-s_{12}^2\), completes the derivation.

**Limit.** If elasticity and electrostriction are isotropic, \(s_{44}=2s_-\) and \(Q_{44}=2q_-\). Clamping then cannot single out an in-plane direction, so it must leave \(a_{12}-2a_{11}\), the in-plane quartic anisotropy, unchanged. Indeed

\[
(a_{12}^*-2a_{11}^*)-(a_{12}-2a_{11})=-\frac{q_-^2}{s_-}+\frac{Q_{44}^2}{2s_{44}}=-\frac{q_-^2}{s_-}+\frac{4q_-^2}{4s_-}=0 .
\]

The polynomial was tested symbolically against the transform. It was also tested at random polarisations and misfits against an energy built from the full stiffness matrix, with the free strains minimised out.

## Linear shifts and the wedge

Setting \(a_3^*=0\) and \(a_1^*=0\) gives

\[
T_3=\theta+\frac{2kQ_{12}}{s_+}u_m,\qquad T_1=\theta+\frac{k(Q_{11}+Q_{12})}{s_+}u_m .
\]

These are the temperatures at which the paraelectric state loses stability to out-of-plane and in-plane polarisation.

For numbers I take a model with round parameters, in SI units because the energy is macroscopic: \(\theta=600\) K, \(C=2\times10^5\) K; \(s_{11},s_{12},s_{44}=8,-2,10\) in \(10^{-12}\) Pa\(^{-1}\); \(Q_{11},Q_{12},Q_{44}=0.10,-0.03,0.06\) m\(^4\)/C\(^2\). Then \(k=3.5417\times10^{-6}\) K C\(^2\)/(J m). With \(s_+=6\times10^{-12}\) Pa\(^{-1}\),

\[
\frac{dT_3}{du_m}=\frac{2(3.5417\times10^{-6})(-0.03)}{6\times10^{-12}}\ \text{K}=-354\ \text{K per percent},
\]

and \(dT_1/du_m=+413\) K per percent. Compression raises \(T_3\) because \(Q_{12}<0\): a film polarised along its normal wants to contract in the plane. Tension raises \(T_1\) because \(Q_{11}+Q_{12}>0\). When the transition is continuous, its temperature is the larger of the two, a wedge with its lowest point at \(u_m=0\).

**Limit on linearity.** These slopes hold at fixed \(u_m\). If thermal expansion makes \(u_m(T)=u_0+\beta(T-\theta)\), then with \(c_3=dT_3/du_m\) the condition \(T_3-\theta=c_3u_m(T_3)\) gives

\[
T_3-\theta=\frac{c_3u_0}{1-c_3\beta},
\]

for \(1-c_3\beta>0\). The shift is still linear in \(u_0\), with a changed slope. For \(\beta=10^{-6}\) K\(^{-1}\), \(c_3\beta=-0.035\), a correction of about 3%.

## Order of the transition: one axis first

Take the free crystal polarised along one axis, with \(a_{11}<0\) and \(a_{111}>0\). Its energy is \(P^2(a_1+a_{11}P^2+a_{111}P^4)\), which is below that of \(P=0\) when

\[
T<\tau(P)=\theta-k(a_{11}P^2+a_{111}P^4).
\]

The transition takes place at the largest value of \(\tau\), the highest temperature at which some polar state wins. Setting \(d\tau/d(P^2)=0\),

\[
P^2=-\frac{a_{11}}{2a_{111}},\qquad T_{\rm bulk}=\theta+\frac{k\,a_{11}^2}{4a_{111}} .
\]

The polarisation jumps, so the transition is first order. In the model \(a_{11}=-1\times10^8\), \(a_{12}=6\times10^8\) J m\(^5\)/C\(^4\), and \(a_{111},a_{112},a_{123}=3,5,5\) in \(10^8\) J m\(^9\)/C\(^6\). Thus \(P^2=1/6\) C\(^2\)/m\(^4\), a jump of 0.408 C/m\(^2\), at \(600+29.5=629.5\) K. A numerical search over size and direction of \(P\) gives the same transition.

For the film polarised along its normal, replace \(\theta\) by \(T_3\) and \(a_{11}\) by \(a_{33}^*\). The clamping term is \(Q_{12}^2/s_+=9\times10^{-4}/(6\times10^{-12})=1.5\times10^8\), so \(a_{33}^*=+0.5\times10^8\) J m\(^5\)/C\(^4\). Now \(\tau\) falls with \(P\) from the start, and its largest value is approached as \(P\to0\).

The physical reason is that a free crystal lowers its energy by straining as it polarises, and this relaxation makes the quartic coefficient smaller. The substrate forbids the in-plane part of it.

## Order of the transition: all directions

A positive \(a_{33}^*\) alone does not exclude a jump to a polarisation in another direction. Write \(P=Pn\) with \(n\) a unit vector. Then

\[
\tilde G(Pn)-\tilde G(0)=P^2\left[\frac{T-T(n)}{k}+B(n)P^2+D(n)P^4\right],
\]
\[
T(n)=(n_1^2+n_2^2)T_1+n_3^2T_3 ,
\]

where \(B\) and \(D\) are the quartic and sextic forms evaluated at \(n\). A polar state wins when \(T<\tau=T(n)-k[B(n)P^2+D(n)P^4]\).

Suppose \(B(n)\ge B_{\min}>0\) and \(D(n)\ge0\) for all \(n\). Then \(\tau<T(n)\le\max(T_1,T_3)\) for every nonzero \(P\), and the upper limit is approached as \(P\to0\) along the softer direction. Hence \(T_c=\max(T_1,T_3)\). Below \(T_c\) the bracket is at least \(-(T_c-T)/k+B_{\min}P^2\). The equilibrium state has energy no higher than \(P=0\), which requires

\[
P^2\le\frac{T_c-T}{kB_{\min}} .
\]

The polarisation therefore vanishes continuously at \(T_c\), and the transition is second order.

In the model \(a_{11}^*,a_{33}^*,a_{12}^*,a_{13}^*=5.27,\,0.50,\,3.43,\,2.50\) in \(10^8\) J m\(^5\)/C\(^4\). To bound \(B\), set \(z=n_3^2\), \(w=1-z\). Since \(n_1^2n_2^2\le w^2/4\) and \(a_{12}^*<2a_{11}^*\), the in-plane part is at least \(w^2(2a_{11}^*+a_{12}^*)/4=3.49\times10^8w^2\). Then

\[
B\ge(0.50z^2+2.50zw+3.49w^2)\times10^8\ge0.50\times10^8(z+w)^2=0.50\times10^8 ,
\]

so \(B_{\min}=a_{33}^*\), reached along the normal. The sextic coefficients are all positive, and the condition holds.

The search over directions finds:

| \(u_m\) | \(T_3\) (K) | \(T_1\) (K) | \(T_c\) found (K) |
|---|---|---|---|
| −0.4% | 741.7 | 434.7 | 741.7 |
| −0.2% | 670.8 | 517.4 | 670.8 |
| 0 | 600.0 | 600.0 | 600.0 |
| +0.2% | 529.2 | 682.6 | 682.6 |
| +0.4% | 458.3 | 765.3 | 765.3 |

In each case the winning polarisation at \(T_c\) is the smallest on the grid, 0.002 C/m\(^2\), as expected for a continuous transition.

At zero misfit the film orders at 600 K, about 30 K below the bulk. Zero misfit is not the absence of clamping, because the strain relaxation that favours the bulk jump is still blocked. The film regains the bulk transition temperature at a compression of \((29.5/354)\%=0.08\%\) or a tension of \((29.5/413)\%=0.07\%\).

## Where clamping is not enough

If \(T_3>T_1\) and \(a_{33}^*<0\), then \(\tau\) along the normal rises above \(T_3\) as \(P\) grows from zero. A state of finite polarisation wins before the paraelectric state becomes unstable, and the transition stays first order. For a jump along the normal (other directions need the test on \(B(n)\) above), the border is

\[
a_{11}=-\frac{Q_{12}^2}{s_{11}+s_{12}},
\]

here \(-1.5\times10^8\) J m\(^5\)/C\(^4\).

A second model has \(a_{11}=-2\times10^8\) and all else the same, so \(a_{33}^*=-0.5\times10^8\). At \(u_m=-0.2\%\) the one-axis formula gives

\[
T_c=670.83+\frac{(3.5417\times10^{-6})(0.5\times10^8)^2}{4(3\times10^8)}=678.2\ \text{K},\qquad P_3=\sqrt{\tfrac1{12}}=0.289\ \text{C/m}^2 .
\]

The search over all directions agrees to within its grid. At \(u_m=+0.2\%\) the same film has a continuous transition at 682.6 K, because \(T_1\) now lies far above the temperature of the jump along the normal, about 537 K, and the in-plane quartic form is positive: clamping raises the [100] coefficient from \(-2\) to \(+4.27\), and along [110], where the polarisation appears, \(B=2.99\), in \(10^8\) J m\(^5\)/C\(^4\). Here \(B<0\) along the normal, so \(B_{\min}>0\) is sufficient for a continuous transition but not necessary. The order can thus differ between compression and tension. The change does not fall exactly at zero misfit: the jump along the normal persists under slight tension, until \(T_1\) overtakes its temperature at about \(u_m=+0.01\%\). Just beyond this misfit the jump becomes a second transition: at \(u_m=+0.02\%\) the film first polarises continuously along [110] and then jumps to the normal between 5 and 10 K below \(T_1\).

## Below the continuous transition

For polarisation along the normal, \(\partial\tilde G/\partial P_3=0\) with \(P_3\ne0\) reads \(a_3^*+2a_{33}^*P_3^2+3a_{111}P_3^4=0\). The positive root is

\[
P_3^2=\frac{-a_{33}^*+\sqrt{a_{33}^{*2}-3a_3^*a_{111}}}{3a_{111}} .
\]

**Limit near \(T_3\).** Expanding the root for small \(|a_3^*|\) gives \(P_3^2\simeq-a_3^*/(2a_{33}^*)\), the square-root law in \(T_3-T\). At \(u_m=-0.2\%\), 1 K below \(T_3\), \(a_3^*=-1/k=-2.82\times10^5\) J m/C\(^2\), so the law gives 0.053 C/m\(^2\); the full value is 0.0525. At 16 K below, it would give 0.21 against the full 0.186. The sextic term matters once \(3|a_3^*|a_{111}\) is comparable with \(a_{33}^{*2}\), about 10 K below \(T_3\).

**Limit \(a_{33}^*=0\).** At the border value of \(a_{11}\), \(P_3^4=(T_3-T)/(3ka_{111})\). The growth follows a fourth root: the computed ratio of \(P_3\) at 16 K and 1 K below \(T_3\) is 2.0000.

**Tension.** Near \(T_1\), at fixed \(P_1^2+P_2^2=p^2\), the in-plane quartic energy is \(a_{11}^*p^4-(2a_{11}^*-a_{12}^*)P_1^2P_2^2\). For \(a_{12}^*<2a_{11}^*\) it is lowest at \(P_1^2=P_2^2\), so the film polarises along [110]. Minimising the quadratic and quartic terms along this direction gives \(P_1^2=P_2^2\simeq(T_1-T)/[k(2a_{11}^*+a_{12}^*)]\). At \(u_m=+0.2\%\), 5 K below \(T_1\), this is \(P_1=P_2=0.032\) C/m\(^2\). The search over all directions gives 0.031 C/m\(^2\), the nearest point of its grid, and \(P_3=0\).

The paraelectric film at \(u_m=-0.2\%\) carries an in-plane stress \(u_m/s_+=-333\) MPa. The linear shifts rest on linear elasticity and on electrostriction quadratic in \(P\). A film that relaxes by dislocations or splits into domains no longer has the uniform strain and polarisation assumed here, and its transition needs a separate calculation.

## Numbers as computed

```
theta = 600 K, Curie constant = 2.0e+05 K
k = 2 eps0 C = 3.5417e-06 K C^2 m^-4 Pa^-1 (K m/J C^2)
a11, a12 = -1.00e+08, 6.00e+08 J m^5/C^4
a111, a112, a123 = 3.0e+08, 5.0e+08, 5.0e+08 J m^9/C^6
s11, s12, s44 = 8.0e-12, -2.0e-12, 1.0e-11 1/Pa
Q11, Q12, Q44 = 0.10, -0.03, 0.06 m^4/C^2
a11* = 5.2667e+08 J m^5/C^4
a33* = 5.0000e+07 J m^5/C^4
a12* = 3.4333e+08 J m^5/C^4
a13* = 2.5000e+08 J m^5/C^4
smallest quartic coefficient on direction grid = 5.0000e+07 J m^5/C^4
dT3/dum = -354.17 K per percent misfit
dT1/dum = 413.20 K per percent misfit
bulk transition: search 629.51 K, formula 629.51 K
bulk jump: search 0.408, formula 0.4082 C/m^2
film search; smallest P on grid = 0.002 C/m^2
um=-0.4%: T3=741.67 T1=434.72 search Tc=741.67 K, P at Tc=0.002 C/m^2
um=-0.2%: T3=670.83 T1=517.36 search Tc=670.83 K, P at Tc=0.002 C/m^2
um=+0.0%: T3=600.00 T1=600.00 search Tc=600.00 K, P at Tc=0.002 C/m^2
um=+0.2%: T3=529.17 T1=682.64 search Tc=682.63 K, P at Tc=0.002 C/m^2
um=+0.4%: T3=458.33 T1=765.28 search Tc=765.27 K, P at Tc=0.002 C/m^2
in-plane stress at um=-0.2%, P=0: -333.3 MPa
um=-0.2%, 1 K below T3: P3 = 0.0525 C/m^2
um=-0.2%, 4 K below T3: P3 = 0.1017 C/m^2
um=-0.2%, 16 K below T3: P3 = 0.1857 C/m^2
um=+0.2%, 5 K below T1: P1, P2, P3 = 0.031, 0.031, 0.000 C/m^2
tricritical bulk a11 = -1.500e+08 J m^5/C^4
tricritical P3(16 K below)/P3(1 K below) = 2.0000
second model: a11 = -2.0e+08, a33* = -5.00e+07 J m^5/C^4
second model, um=-0.2%: search Tc=678.21, formula 678.21 K
second model, um=-0.2%: jump search 0.288, formula 0.2887 C/m^2
second model, um=+0.2%: Tc=682.63 K, P at Tc=0.002 C/m^2
```
